\section*{Cubic elastic constants from relaxed strains with error-balanced amplitudes}

\section{An error with a minimum}

A model crystal with the diamond structure is strained by $\pm\delta$, and its shear constant $C_{44}$ is read from the two stresses. The stresses and forces carry small random errors. At a shear of 1.9\% the root-mean-square (rms) error of $C_{44}$ is 0.24\%; at 3.8\% it is 0.15\%; at 7.5\% it is 0.35\%. For a uniform expansion and compression of the same crystal, with the same quality of stresses and forces, the best of the three amplitudes tried is far smaller, 0.59\%. There is also a larger effect: if the two sublattices are not allowed to shift against each other during the shear, $C_{44}$ comes out 73\% too large.

Apart from one coefficient, which is computed numerically, these facts can be derived by hand for this crystal, because its energy is a short formula. The same reasoning then gives a procedure for electronic-structure calculations, where the energy, forces and stress come from a self-consistent calculation and the true answer is unknown.

\section{The crystal and the strain}

The primitive cell has two atoms. One atom has four neighbours, all on the other sublattice, at $\mathbf R_i=r_0\mathbf n_i$ with
\begin{equation}
\sqrt3\,\mathbf n_i=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).
\end{equation}
A homogeneous deformation $F=1+\delta D$, with $D$ symmetric, and a sublattice displacement $\mathbf s$ carried along with it give the bonds $\mathbf r_i=F(\mathbf R_i+\mathbf s)$. Each bond has the Morse energy $U(1-e^{-\alpha(r-r_0)})^2$, and each angle between two bonds of an atom has the energy $\frac{\kappa}{2}(\cos\theta+\frac13)^2$. Both vanish at $\delta=0$, $\mathbf s=0$, where stress and forces are zero.

The round parameters are $r_0=4.4$ bohr, $U=0.10$ Eh, $\alpha=0.75$ bohr$^{-1}$ and $\kappa=0.12$ Eh. The bond force constant is $k=2U\alpha^2=0.1125$ Eh/bohr$^2$, and the cell volume is $V_0=16r_0^3/(3\sqrt3)=262.3$ bohr$^3$. With $E$ the energy per cell, the generalized stress is
\begin{equation}
t(\delta)=\frac{1}{V_0}\frac{dE}{d\delta},\qquad
t=K\delta+a\delta^2+b\delta^3+\dots,
\end{equation}
taken along relaxed states. The slope $K$ is the wanted elastic modulus.

\section{Shear by hand}

Let $D_{xy}=D_{yx}=\frac12$, so that $\delta$ is the engineering shear $2\varepsilon_{xy}$. By symmetry the sublattice moves along $z$. Write $x=\sqrt3\,s_z/r_0$. To first order the change of bond $i$, divided by $r_0$, is
\begin{equation}
\mathbf d_i=\delta D\mathbf n_i+\frac{x}{\sqrt3}\hat{\mathbf z},\qquad
\mathbf n_i\cdot\mathbf d_i=\delta n_{ix}n_{iy}+\frac{x}{\sqrt3}n_{iz}
=\pm\frac{\delta+x}{3},
\end{equation}
with the upper sign for bonds 1 and 4. The four stretches cost $4\cdot\frac12kr_0^2(\delta+x)^2/9$.

Differentiating $\cos\theta=\mathbf r_i\cdot\mathbf r_j/(r_ir_j)$ at $\cos\theta=-\frac13$ gives
\begin{equation}
\Delta_{ij}=\mathbf n_i\cdot\mathbf d_j+\mathbf n_j\cdot\mathbf d_i
+\tfrac13(\mathbf n_i\cdot\mathbf d_i+\mathbf n_j\cdot\mathbf d_j).
\end{equation}
For the pair (1,4) the shear contributes $-2\delta/3$ to the first two terms, the displacement contributes $2x/3$, and the bracket adds $2(\delta+x)/9$:
\begin{equation}
\Delta_{14}=-\frac{2\delta}{3}+\frac{2x}{3}+\frac{2\delta+2x}{9}=\frac49(2x-\delta).
\end{equation}
The pair (2,3) gives the negative of this. In the other four pairs all three contributions cancel. Each angle occurs at both atoms of the cell, so a pair costs $2\cdot\frac{\kappa}{2}\Delta^2=\kappa\Delta^2$. Hence, to second order,
\begin{equation}
E=A(\delta+x)^2+Q(2x-\delta)^2,\qquad
A=\frac{2kr_0^2}{9},\quad Q=\frac{32\kappa}{81}.
\end{equation}
The numbers are $A=0.4840$ Eh and $Q=0.0474$ Eh. Stretching would like $x=-\delta$, bending would like $x=\delta/2$. Setting $\partial E/\partial x=2A(\delta+x)+4Q(2x-\delta)=0$ gives the compromise
\begin{equation}
x=-\zeta\delta,\qquad \zeta=\frac{A-2Q}{A+4Q}=0.578,\qquad
\frac{ds_z}{d\delta}=-\frac{\zeta r_0}{\sqrt3}=-1.468\ \text{bohr}.
\end{equation}
Here $\delta+x=6Q\delta/(A+4Q)$ and $2x-\delta=-3A\delta/(A+4Q)$, so that
\begin{equation}
E=\frac{36AQ^2+9A^2Q}{(A+4Q)^2}\delta^2=\frac{9AQ}{A+4Q}\delta^2,\qquad
K_s=\frac{18AQ}{V_0(A+4Q)}.
\end{equation}
This is $C_{44}=68.8$ GPa. With $x$ held at zero the energy is $(A+Q)\delta^2$ and the slope is $2(A+Q)/V_0$, or 119.2 GPa. The ratio 1.73 is the price of clamping the sublattices: stiff bonds are stretched when they could have turned.

\section{Two more strains}

For the volume strain, $D=1$, all angles stay fixed. The three twofold axes through an atom survive, and no nonzero vector is unchanged by all of them, so the force on the sublattice vanishes at $\mathbf s=0$. Every bond has length $r_0(1+\delta)$. The Morse derivative is $\frac{k}{\alpha}(e^{-y}-e^{-2y})$ with $y=\alpha r_0\delta$, and therefore
\begin{equation}
t=\frac{4kr_0}{\alpha V_0}\left(y-\frac32y^2+\frac76y^3-\frac58y^4+\frac{31}{120}y^5-\dots\right).
\end{equation}
Thus $K_v=4kr_0^2/V_0$ and $b_v/K_v=\frac76(\alpha r_0)^2=12.7$.

For the orthorhombic strain, $D=\mathrm{diag}(1,-1,0)$, the same axes keep $\mathbf s=0$. All bonds have $r^2=r_0^2(1+\frac23\delta^2)$, hence a stretch $r_0\delta^2/3$ and a stretching energy $2kr_0^2\delta^4/9$ to fourth order. Four angles have $\cos\theta=(\pm4\delta-1)/(3+2\delta^2)$, two with each sign, and two have $\cos\theta=(-1-2\delta^2)/(3+2\delta^2)$. Adding $\frac13$ gives numerators $\pm4\delta+\frac23\delta^2$ and $-\frac43\delta^2$. In the sum of squares the terms odd in $\delta$ cancel:
\begin{align}
\sum\Delta^2&=\frac{64\delta^2+\frac{16}{9}\delta^4+\frac{32}{9}\delta^4}{9(1+\frac23\delta^2)^2}
=\frac{64}{9}\delta^2-\frac{80}{9}\delta^4+\dots,\\
E&=\frac{64\kappa}{9}\delta^2+\frac{2kr_0^2-80\kappa}{9}\delta^4+\dots
\end{align}
Differentiation gives $K_o=128\kappa/(9V_0)$ and $b_o=4(2kr_0^2-80\kappa)/(9V_0)$, so $b_o/K_o=-1.37$. The response softens because the angular term outweighs the stretching term. For the shear, the cubic coefficient was computed numerically: $b_s/K_s=-0.60$.

The nonlinearity thus differs by a factor of about twenty between volume strain and shear. A uniform expansion puts the whole strain into the strongly anharmonic bonds, and all four lengthen together. The relaxed shear changes their lengths by only $\pm(1-\zeta)\delta/3=\pm0.14\,\delta$ to first order, two up and two down. This first-order stretch alone does not fix $b_s$: second-order changes of the bond lengths and the angular energy also contribute. The departure of the sublattice displacement from its linear part does not. By symmetry the displacement is odd in $\delta$, so this departure is of order $\delta^3$; since the energy is stationary in $\mathbf s$, it changes the energy only at order $\delta^6$.

\section{How a leftover force becomes a stress error}

A relaxation stops at a small residual gradient $g=\partial E/\partial s_z$, which near $F=1$ is minus the force on the sublattice. The displacement is then wrong by $g/E_{ss}$, where subscripts denote second derivatives. The stress at fixed $s_z$ is $E_\delta/V_0$, so its error is $E_{\delta s}\,g/(E_{ss}V_0)$. Differentiating the condition $E_s(\delta,s_z^*(\delta))=0$ gives $ds_z^*/d\delta=-E_{s\delta}/E_{ss}$, and hence
\begin{equation}
\Delta t=-\frac{g}{V_0}\frac{ds_z^*}{d\delta},\qquad
\Delta E=\frac{g^2}{2E_{ss}}.
\label{lever}
\end{equation}
The energy error is of second order in the residual force, but the stress error is of first order. The slope of the relaxed displacement, which the strained runs supply anyway, tells how strongly a force error enters.

In the example the forces have standard deviation $s_f=2\times10^{-5}$ Eh/bohr and each stress component $s_\sigma=10^{-7}$ Eh/bohr$^3$. The force part is $(1.468/262.3)\times2\times10^{-5}=1.12\times10^{-7}$ Eh/bohr$^3$, slightly more than the direct stress error. Together they give
\begin{equation}
s_t=\sqrt{1.00^2+1.12^2}\times10^{-7}=1.50\times10^{-7}\ \text{Eh/bohr}^3 .
\end{equation}
For the other two strains $ds_z^*/d\delta=0$, and the force error drops out at first order.

\section{The best amplitude}

The two-point slope is $\hat K=[t(\delta)-t(-\delta)]/(2\delta)$. The even terms of $t$ cancel, and the bias is $b\delta^2$ to leading order. If the errors of the two runs are independent, the difference has standard deviation $\sqrt2\,s_t$ and $\hat K$ has $s_t/(\sqrt2\,\delta)$. The mean-square error and its stationary point are
\begin{align}
M&=b^2\delta^4+\frac{s_t^2}{2\delta^2},\qquad
\frac{dM}{d\delta}=4b^2\delta^3-\frac{s_t^2}{\delta^3}=0,\\
\delta^*&=\left(\frac{s_t}{2|b|}\right)^{1/3}.
\label{best}
\end{align}
It is a minimum, since $M$ grows at both ends. There $s_t=2|b|\delta^{*3}$, so the noise variance is $2b^2\delta^{*4}$, twice the squared bias, and the rms error is $\sqrt3\,|b|\delta^{*2}$.

For the shear,
\begin{equation}
\delta^*=\left(\frac{1.50\times10^{-7}}{2\times1.40\times10^{-3}}\right)^{1/3}=0.038 .
\end{equation}
At $\delta=q\delta^*$ the error grows by $\sqrt{(q^4+2/q^2)/3}$, which is 1.64 at $q=\frac12$ and 2.35 at $q=2$. The leading-order optimum of 0.1475\% then becomes 0.242\% and 0.346\%. These are the opening numbers, which came from 4000 simulated pairs of noisy runs at each amplitude. Doubling the best amplitude costs more than halving it.

The volume strain has $s_t=1.73\times10^{-7}$ and $b=0.422$ Eh/bohr$^3$, hence $\delta^*=0.0059$; the orthorhombic strain has $\delta^*=0.020$. One common amplitude would serve these moduli badly.

The rule does not depend on a Gaussian picture. If $s_t$ is instead a hard bound on each error, the worst case is $|b|\delta^2+s_t/\delta$. Its derivative $2|b|\delta-s_t/\delta^2$ vanishes at the same $\delta^*$.

\section{The general statement}

\subsection{Constants, strain and stress}

For any cubic crystal at zero stress, the relaxed energy density is, to second order,
\begin{equation}
W=\tfrac12C_{11}\sum_a\varepsilon_{aa}^2+C_{12}\sum_{a<b}\varepsilon_{aa}\varepsilon_{bb}
+\tfrac12C_{44}\sum_{a<b}(2\varepsilon_{ab})^2 .
\end{equation}
Inserting the three strains gives $\frac12(3C_{11}+6C_{12})\delta^2$, $(C_{11}-C_{12})\delta^2$ and $\frac12C_{44}\delta^2$. The slopes of $t=dW/d\delta$ are
\begin{equation}
K_v=3(C_{11}+2C_{12}),\qquad K_o=2(C_{11}-C_{12}),\qquad K_s=C_{44}.
\end{equation}
Adding twice $K_o/2$ to $K_v/3$ leaves $3C_{11}$; subtracting $K_o/2$ once leaves $3C_{12}$:
\begin{equation}
C_{11}=\frac{K_v}{9}+\frac{K_o}{3},\qquad C_{12}=\frac{K_v}{9}-\frac{K_o}{6}.
\label{invert}
\end{equation}

Zero reference stress matters. The Lagrangian strain of $F=1+\varepsilon$ is $\varepsilon+\frac12\varepsilon^2$. If $W$ has no linear term, the difference changes it at third order, and both measures give the same constants. A leftover isotropic stress $\sigma_0$ adds $\sigma_0\,\mathrm{tr}\,\varepsilon$, and the slopes for the two measures then differ by $\sigma_0\,\mathrm{tr}D^2$.

At relaxed $\mathbf s$ the chain-rule term $E_{\mathbf s}\cdot d\mathbf s^*/d\delta$ vanishes, so $t$ is the partial derivative at fixed $\mathbf s$. A step $d\delta$ produces the displacement gradient $DF^{-1}d\delta$, on which the Cauchy stress $\sigma$ does work in the volume $JV_0$, with $J=\det F$. Since $D$ and $F$ commute,
\begin{equation}
t=J\,\mathrm{tr}(\sigma F^{-1}D).
\end{equation}
Differentiating $E_\delta(\delta,\mathbf s^*(\delta))$ once more gives
\begin{equation}
K=\frac{1}{V_0}\left(E_{\delta\delta}-E_{\delta\mathbf s}E_{\mathbf s\mathbf s}^{-1}E_{\mathbf s\delta}\right).
\end{equation}
For a stable crystal $E_{\mathbf s\mathbf s}$ is positive definite (with the rigid translation removed), so clamping never lowers $K$. In the example this expression, evaluated from energies alone, agreed with the hand result for $C_{44}$.

\subsection{Noise and symmetry}

Near $F=1$ the stress errors enter as $\sum_{ab}D_{ab}\Delta\sigma_{ab}$, where each off-diagonal component occurs twice. Measure $\mathbf s$ from one atom held fixed, and let $s_f$ be the error of each force component on the other atoms, after any net force has been removed. For a two-atom cell with independent stress components and independent force components,
\begin{equation}
s_t^2=s_\sigma^2\Big[\sum_aD_{aa}^2+\sum_{a<b}(2D_{ab})^2\Big]
+\frac{s_f^2}{V_0^2}\left|\frac{d\mathbf s^*}{d\delta}\right|^2 .
\label{noise}
\end{equation}
The bracket is 3, 2 and 1 for the volume, orthorhombic and shear strains. With more atoms, removing the net force correlates the errors. If the raw force errors are independent with standard deviation $s_0$ and $\mathbf v_i=d\mathbf s_i^*/d\delta$, the force term becomes $(s_0^2/V_0^2)\sum_i|\mathbf v_i-\bar{\mathbf v}|^2$, summed over all atoms, with $\bar{\mathbf v}$ the mean of the $\mathbf v_i$. For two atoms $s_f^2=s_0^2/2$, and the two forms agree.

In the diamond structure a fourfold rotoinversion about $z$ reverses the orthorhombic strain, and a twofold rotation about $x$ reverses the shear. Then $W$ is even and $t$ is odd, and one sign of $\delta$ suffices. The noise of $t(\delta)/\delta$ is $s_t/\delta$, and the same minimization gives $\delta^6=s_t^2/(2b^2)$, an amplitude larger by $2^{1/6}=1.12$. The second sign still has a use: a constant offset $\Delta\sigma$ of the Cauchy stress adds $\mathrm{tr}(\Delta\sigma D)$ to $t$, which would enter a one-sided slope divided by $\delta$ and cancels between the two signs. The factor $JF^{-1}$ also gives the offset a term linear in $\delta$, which does not cancel: an isotropic offset $p$ shifts the slope by $p[(\mathrm{tr}D)^2-\mathrm{tr}D^2]$, that is by $6p$, $-2p$ and $-p/2$ for the volume, orthorhombic and shear strains. No symmetry reverses the volume strain, whose quadratic term is large, so it needs both signs.

\subsection{Fits with more points}

Let $\tau_j=[t(jh)-t(-jh)]/2$ for $j=1,\dots,p$, and fit an odd polynomial with $p$ terms. For $p=2$, with $c$ the coefficient of $\delta^5$,
\begin{equation}
\frac{8\tau_1-\tau_2}{6h}=\frac{6Kh+(8-8)bh^3+(8-32)ch^5}{6h}=K-4ch^4 .
\end{equation}
Each $\tau_j$ has standard deviation $s_t/\sqrt2$, so the noise is $\sqrt{65}\,s_t/(6\sqrt2\,h)=0.95\,s_t/h$. In general $\hat K=\sum_jw_j\tau_j/h$, where $w$ is the first row of the inverse of the matrix $j^{2m+1}$, $m=0,\dots,p-1$. The bias is $Bh^{2p}$, with $B$ equal to $\sum_jw_jj^{2p+1}$ times the first omitted coefficient. The noise is $N/h$, with $N=|w|s_t/\sqrt2$. Setting the derivative of $B^2h^{4p}+N^2/h^2$ to zero gives
\begin{equation}
h^*=\left(\frac{N^2}{2pB^2}\right)^{1/(4p+2)},
\label{hp}
\end{equation}
which is Eq.~(\ref{best}) for $p=1$.

For the volume strain $c/K=\frac{31}{120}(\alpha r_0)^4=30.6$, and $h^*=0.029$. The simulated error falls from 0.077\% to 0.019\% for twice as many runs. Repeating the two-point runs instead would lower $s_t$ by $\sqrt2$; since the best error scales as $s_t^{2/3}$, it would shrink by a factor of 0.79. The extra order pays here, but it must not be pushed: at twice the best spacing the error is 0.14\%, larger than the two-point optimum.

\subsection{The procedure}

\begin{enumerate}
\item Converge the reference to zero stress and zero force. Keep the numerical settings the same for all strains.
\item Estimate $s_\sigma$ and $s_f$. Components that symmetry sets to zero, computed without imposing that symmetry, sample the part of the error that breaks the symmetry. An error that respects it, such as that of a coarse but symmetric $k$-point mesh, does not appear in them and must be checked by convergence tests.
\item For each strain run a pilot at $\pm d$ and $\pm2d$, relaxing $\mathbf s$ each time. Since $\hat K(d)\approx K+bd^2$ and $\hat K(2d)\approx K+4bd^2$,
\begin{equation}
b\approx\frac{\hat K(2d)-\hat K(d)}{3d^2}.
\end{equation}
\item Take $d\mathbf s^*/d\delta$ from the relaxed pilots, form $s_t$ from Eq.~(\ref{noise}) and $\delta^*$ from Eq.~(\ref{best}).
\item Relax at $\pm\delta^*$, form the slopes and apply Eq.~(\ref{invert}). Combine the biases with their signs and the noise in quadrature.
\end{enumerate}

The pilot needs larger strains than the final fit. The two slopes have variances $s_t^2/(2d^2)$ and $s_t^2/(8d^2)$, so $b$ has standard deviation $\sqrt{5/8}\,s_t/(3d^3)=0.26\,s_t/d^3$. With $s_t=2|b|\delta^{*3}$ this is a relative error of $0.53(\delta^*/d)^3$, or 16\% at $d=1.5\,\delta^*$. From above, $d$ is limited by the next order, which adds $5cd^2$ to the estimate. Moderate errors do little harm, because $\delta^*$ varies as $|b|^{-1/3}$.

\section{One complete run}

In this test $b$ came from noisy pilots, while $s_t$ was formed from the known noise levels and the noise-free displacement slopes. With $d=0.06$ the noisy shear pilot gave $b=-1.20\times10^{-3}$ Eh/bohr$^3$, 14\% smaller in magnitude than the noise-free value. This is about one standard deviation of the pilot. The amplitude moved by 5\%, from 0.038 to 0.040. The final slopes were $K_v=3.3223\times10^{-2}$ and $K_o=6.503\times10^{-3}$ Eh/bohr$^3$, so
\begin{align}
C_{11}&=(3.6914+2.1677)\times10^{-3}=5.859\times10^{-3}\ \text{Eh/bohr}^3,\\
C_{12}&=(3.6914-1.0839)\times10^{-3}=2.608\times10^{-3}\ \text{Eh/bohr}^3 .
\end{align}
In GPa, the fitted constants are $C_{11}=172.38\pm0.09$, $C_{12}=76.72\pm0.10$ and $C_{44}=68.65\pm0.10$, with estimated rms errors. The closed forms give 172.39, 76.67 and 68.77. The largest deviation, in $C_{44}$, is 1.3 times its estimate, as may happen in a single draw.

The signs of the biases matter. The volume bias is positive and the orthorhombic one negative. In $C_{11}$ the biases estimated from the pilots partly cancel, leaving 0.01 GPa; in $C_{12}$, where $K_o$ enters with a minus sign, they add to 0.07 GPa.

\section{Where the rule stops}

Equation~(\ref{best}) needs $b\neq0$ and a $\delta^*$ at which the cubic term still dominates the bias. If $b$ is accidentally negligible, the bias of the two-point slope is $c\delta^4$, and minimizing $c^2\delta^8+s_t^2/(2\delta^2)$ gives $\delta^{10}=s_t^2/(8c^2)$ instead. A structural instability, or a jump of the relaxation to another minimum, within $\pm\delta^*$ breaks the expansion altogether.

The error bars cover independent random errors and strain nonlinearity. Relaxations at $\pm\delta$ that start from the same structure and stop early can leave related residual forces, whose stress errors need not average out; the forces must then be converged more tightly. A systematic stress error with a part linear in the strain, as an approximate functional or a finite basis generally produces, changes $K$ itself, and no choice of amplitude removes that part. The noise-free slopes, the simulated errors and the single run are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
bond length r0 = 4.4 bohr; cell volume V0 = 262.299 bohr^3
Morse depth = 0.1 Eh; alpha = 0.75 1/bohr; kappa = 0.12 Eh
bond force constant k = 0.1125 Eh/bohr^2
A = 0.48400 Eh; Q = 0.04741 Eh; zeta = 0.5777
stress noise = 1.0e-07 Eh/bohr^3; force noise = 2.0e-05 Eh/bohr
1 Eh/bohr^3 = 29421.02 GPa
shear displacement slope ds_z/ddelta = -1.4677 bohr
force-to-stress leverage = 5.5954e-03 1/bohr^2
force part of shear stress noise = 1.119e-07 Eh/bohr^3
volume: K = 3.321404e-02, b = 4.2207e-01 Eh/bohr^3; b/K = 12.707
  s_t = 1.732e-07 Eh/bohr^3; best amplitude = 0.00590
  rms error at 0.5, 1, 2 x best = 0.1248, 0.0770, 0.1801 % of K
  leading-order rms at best = 0.0766 % of K
orthorhombic: K = 6.506577e-03, b = -8.8849e-03 Eh/bohr^3; b/K = -1.366
  s_t = 1.414e-07 Eh/bohr^3; best amplitude = 0.01997
  rms error at 0.5, 1, 2 x best = 0.1565, 0.0937, 0.2199 % of K
  leading-order rms at best = 0.0943 % of K
shear: K = 2.337474e-03, b = -1.3993e-03 Eh/bohr^3; b/K = -0.599
  s_t = 1.501e-07 Eh/bohr^3; best amplitude = 0.03771
  rms error at 0.5, 1, 2 x best = 0.2417, 0.1451, 0.3458 % of K
  leading-order rms at best = 0.1475 % of K
four-point volume fit: best spacing h = 0.02892
  rms error at 0.5, 1, 2 x best = 0.0350, 0.0191, 0.1397 % of K
pilot volume: d = 0.02; b = 4.3022e-01 Eh/bohr^3; amplitude = 0.00586
  fitted K = 3.322291e-02 Eh/bohr^3
pilot orthorhombic: d = 0.04; b = -9.4240e-03 Eh/bohr^3; amplitude = 0.01958
  fitted K = 6.503128e-03 Eh/bohr^3
pilot shear: d = 0.06; b = -1.2046e-03 Eh/bohr^3; amplitude = 0.03964
  fitted K = 2.333277e-03 Eh/bohr^3
C11: fit = 5.859144e-03 Eh/bohr^3 = 172.382 GPa
  estimated rms error = 0.086 GPa; closed form = 172.387 GPa
C12: fit = 2.607580e-03 Eh/bohr^3 = 76.718 GPa
  estimated rms error = 0.098 GPa; closed form = 76.672 GPa
C44: fit = 2.333277e-03 Eh/bohr^3 = 68.647 GPa
  estimated rms error = 0.096 GPa; closed form = 68.771 GPa
C44 with clamped internal coordinates = 119.212 GPa
clamped/relaxed C44 = 1.7335
\end{verbatim}
